# Flux-Periodic Subbands of a Thin Cylindrical InAs Shell: a numerical check

```python
"""Flux-periodic subbands of a thin cylindrical shell in an axial field.

Result under test, for electrons of charge -e and effective mass m:
  E_l = E_perp + E0*((l + flux/flux0)**2 - 1/4),  E0 = hbar^2/(2 m R^2),
  flux = pi R^2 B, flux0 = h/e, field period = h/(e pi R^2).
R: mean shell radius, d: thickness, l: integer angular number,
E_perp: hard-wall radial energy. The axial kinetic energy is omitted.
Internal units: nm, meV, tesla, kelvin. Material values are rough.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_legendre, expit

e, h, hbar = const.e, const.h, const.hbar
R = 40.0
thickness = 12.0
mass_ratio = 0.023
g_size = 15.0
band_gap = 420.0
rashba = 10.0
mobility = 1.0e4
chemical_potential = 19.0
corner_strength = 1.0
axial_k = 0.05

mass = mass_ratio * const.m_e
kinetic = hbar**2 / (2 * mass) / e * 1e21       # meV nm^2
E0 = kinetic / R**2
area = np.pi * R**2
flux0 = h / e
period = flux0 / (area * 1e-18)
kB = const.k / e * 1e3
muB = const.physical_constants["Bohr magneton"][0] / e * 1e3


def radial_energy(d):
    return kinetic * (np.pi / d)**2


def shell_level(l, field, d):
    """Lowest radial level from the full weak form in a polynomial basis."""
    x, w = np.polynomial.legendre.leggauss(40)
    rho = R + d * x / 2
    n = np.arange(14)[:, None]
    basis = eval_legendre(n, x) - eval_legendre(n + 2, x)
    slope = -(2 * n + 3) * eval_legendre(n + 1, x) * 2 / d
    weight = w * rho * d / 2
    momentum = l / rho + e * field * 1e-18 / (2 * hbar) * rho
    stiffness = (slope * weight) @ slope.T
    stiffness += (basis * weight * momentum**2) @ basis.T
    overlap = (basis * weight) @ basis.T
    return kinetic * eigh(stiffness, overlap, eigvals_only=True)[0]


# Thin-shell energies, including the common curvature offset
for l in range(-3, 3):
    for f in (0.0, 0.3, 1.0, 1.3):
        predicted = radial_energy(1.0) + E0 * ((l + f)**2 - 0.25)
        assert abs(shell_level(l, f * period, 1.0) - predicted) < 5e-3 * E0


def thin_error(d):
    predicted = radial_energy(d) + E0 * ((-2 + 1.3)**2 - 0.25)
    return shell_level(-2, 1.3 * period, d) - predicted


# The leading correction must scale as thickness squared
assert abs(thin_error(2.0) / thin_error(1.0) - 4) < 0.1


def crossing(n, d):
    def difference(field):
        return shell_level(-n, field, d) - shell_level(-n - 1, field, d)
    return brentq(difference, (n + 0.2) * period, (n + 0.8) * period)


thin_period = crossing(1, 1.0) - crossing(0, 1.0)
assert abs(thin_period / period - 1) < 2e-4
assert abs(period - 0.82) < 0.005


def radial_average(power):
    def integrand(x):
        density = 2 / thickness * np.cos(np.pi * x / thickness)**2
        return density * (R + x)**power
    return quad(integrand, -thickness / 2, thickness / 2)[0]


inverse_square = radial_average(-2)
mean_square = radial_average(2)
cross0, cross1 = crossing(0, thickness), crossing(1, thickness)
thick_period = cross1 - cross0
thick_formula = 2 * hbar * inverse_square * 1e18 / e
assert abs(thick_period / thick_formula - 1) < 1e-3
assert abs(cross0 / (thick_formula / 2) - 1) < 1e-3
best = minimize_scalar(lambda b: shell_level(-1, b, thickness),
                       bounds=(0.7 * period, 1.3 * period),
                       method="bounded", options={"xatol": 1e-7})
minimum_rise = best.fun - shell_level(0, 0.0, thickness)
rise_formula = E0 * R**2 * (inverse_square - 1 / mean_square)
assert abs(minimum_rise / rise_formula - 1) < 0.03


def ring_levels(f, alpha=0.0, k=0.0, corner=0.0, zeeman=0.0):
    """Spinful lattice ring; flux enters only through hopping phases."""
    sites = 200
    step = 2 * np.pi / sites
    angle = step * np.arange(sites)
    forward = np.roll(np.eye(sites), 1, axis=1) * np.exp(1j * f * step)
    backward = forward.conj().T
    momentum = (forward - backward) / (2j * step)
    square = (2 * np.eye(sites) - forward - backward) / step**2
    orbital = E0 * square + np.diag(corner * np.cos(6 * angle))
    up = orbital - alpha / R * momentum + zeeman / 2 * np.eye(sites)
    down = orbital + alpha / R * momentum - zeeman / 2 * np.eye(sites)
    mix = np.diag(-1j * alpha * k * np.exp(-1j * angle))
    matrix = np.block([[up, mix], [mix.conj().T, down]])
    return np.linalg.eigvalsh(matrix)[:8]


l_values = np.arange(-8, 9)
expected = np.sort(np.repeat(E0 * (l_values + 0.3)**2, 2))[:8]
assert np.max(np.abs(ring_levels(0.3) - expected)) < 3e-3
edge_swing = ring_levels(0.5)[0] - ring_levels(0.0)[0]
assert abs(edge_swing - E0 / 4) < 1e-3

# Rashba coupling shifts the two spin parabolas in opposite directions
rashba_shift = rashba / (2 * R * E0)
shifted = [E0 * ((l_values + 0.3 - s * rashba_shift)**2 - rashba_shift**2)
           for s in (-1, 1)]
shifted = np.sort(np.concatenate(shifted))[:8]
assert np.max(np.abs(ring_levels(0.3, alpha=rashba) - shifted)) < 5e-3

# Shape and Rashba terms retain the period; Zeeman coupling breaks it
extras = dict(alpha=rashba, k=axial_k, corner=corner_strength)
first = ring_levels(0.2, **extras)
later = ring_levels(1.2, **extras)
half = ring_levels(0.7, **extras)
assert np.max(np.abs(first - later)) < 1e-8
assert np.max(np.abs(first - half)) > 0.05
zeeman_period = g_size * muB * period
spin_first = ring_levels(0.2, zeeman=0.2 * zeeman_period, **extras)
spin_later = ring_levels(1.2, zeeman=1.2 * zeeman_period, **extras)
zeeman_change = np.max(np.abs(spin_first - spin_later))
assert zeeman_change > 0.1

# First flux harmonic of the number of open modes per spin
flux_grid = np.arange(2000) / 2000
wide_l = np.arange(-400, 401)[:, None]
mode_edges = E0 * (wide_l + flux_grid)**2


def first_harmonic(occupation):
    count = occupation.sum(axis=0)
    return 2 * np.mean(count * np.cos(2 * np.pi * flux_grid))


distance = chemical_potential - mode_edges
sharp = first_harmonic((distance > 0).astype(float))
fermi_number = np.sqrt(chemical_potential / E0)
sharp_formula = 2 / np.pi * np.sin(2 * np.pi * fermi_number)
assert abs(sharp - sharp_formula) < 3e-3
thermal = {T: first_harmonic(expit(distance / (kB * T)))
           for T in (1.5, 20.0, 77.0)}
assert abs(thermal[1.5]) > abs(thermal[20.0]) > abs(thermal[77.0])

lifetime = mass * mobility * 1e-4 / e
half_width = hbar / (2 * lifetime) / e * 1e3
disordered = first_harmonic(0.5 + np.arctan(distance / half_width) / np.pi)
z = np.sqrt((chemical_potential + 1j * half_width) / E0)
disorder_formula = (2 / np.pi * np.exp(-2 * np.pi * z.imag)
                    * np.sin(2 * np.pi * z.real))
assert abs(disordered - disorder_formula) < 1e-3
speed = np.sqrt(2 * chemical_potential * 1e-3 * e / mass)
free_path = speed * lifetime * 1e9
fermi_spacing = 2 * np.sqrt(chemical_potential * E0)
sheet_density = chemical_potential / (4 * np.pi * kinetic) * 2 * 1e14


def two_band_energy(parabolic):
    return brentq(lambda E: E * (1 + E / band_gap) - parabolic, 0, parabolic)


E_perp = radial_energy(thickness)
nonparabolic_edge = two_band_energy(E_perp)
nonparabolic_gap = two_band_energy(E_perp + E0) - nonparabolic_edge
hex_inner = flux0 / (2 * np.sqrt(3) * R**2 * 1e-18)
hex_outer = flux0 / (1.5 * np.sqrt(3) * R**2 * 1e-18)


def show(label, value, unit="", style=".4f"):
    print(f"{label}: {value:{style}} {unit}".rstrip())


show("Mean shell radius R", R, "nm", ".1f")
show("Shell thickness d", thickness, "nm", ".1f")
show("Rough InAs mass", mass_ratio, "electron masses", ".3f")
show("Enclosed area", area, "nm^2", ".1f")
show("Flux quantum h/e", flux0, "Wb", ".5e")
show("Ideal field period", period, "T", ".5f")
show("Angular energy E0", E0, "meV")
show("Maximum lowest-edge rise E0/4", E0 / 4, "meV")
show("Hard-wall radial energy", E_perp, "meV", ".2f")
show("Gap to second radial level", 3 * E_perp, "meV", ".1f")
print("Angular energies E0*(l+flux/flux0)^2, for l = 1, 0, -1, -2:")
for f in (0.0, 0.5, 1.0):
    row = "  ".join(f"{E0 * (l + f)**2:.4f}" for l in (1, 0, -1, -2))
    print(f"  B = {f * period:.4f} T: {row} meV")
show("Numerical period, 1 nm shell", thin_period, "T", ".5f")
show("First crossing, 12 nm shell", cross0, "T", ".5f")
show("Second crossing, 12 nm shell", cross1, "T", ".5f")
show("Numerical period, 12 nm shell", thick_period, "T", ".5f")
show("Averaged-radius period, 12 nm shell", thick_formula, "T", ".5f")
show("Rise of l=-1 minimum, numerical", minimum_rise, "meV", ".5f")
show("Rise of l=-1 minimum, formula", rise_formula, "meV", ".5f")
show("Period for R = 39 nm", period * (R / 39)**2, "T")
show("Period for R = 41 nm", period * (R / 41)**2, "T")
show("Hexagon period, inner radius 40 nm", hex_inner, "T")
show("Hexagon period, corner radius 40 nm", hex_outer, "T")
show("Rough size of g factor", g_size, "", ".1f")
show("Zeeman splitting at one period", zeeman_period, "meV")
show("Largest level change over a period with Zeeman", zeeman_change, "meV")
show("Rough Rashba coefficient", rashba, "meV nm", ".1f")
show("Rashba energy alpha/R", rashba / R, "meV")
show("Rashba parabola shift", rashba_shift, "flux quanta")
show("Corner potential amplitude in ring test", corner_strength, "meV", ".1f")
show("Axial wave number in ring test", axial_k, "1/nm", ".2f")
show("Rough band gap", band_gap, "meV", ".1f")
show("Two-band radial edge", nonparabolic_edge, "meV", ".2f")
show("Two-band l=0 to 1 spacing at B=0", nonparabolic_gap, "meV")
show("Chemical potential", chemical_potential, "meV", ".1f")
show("Smooth sheet-density estimate", sheet_density, "cm^-2", ".3e")
show("Fermi angular number", fermi_number)
show("Edge shift per flux quantum at Fermi level", fermi_spacing, "meV")
show("Zeeman step shift at one period",
     zeeman_period / 2 / fermi_spacing, "flux quanta")
show("Clean zero-temperature harmonic", sharp, "modes per spin")
for T, amplitude in thermal.items():
    show(f"Clean harmonic at {T:.1f} K", amplitude, "modes per spin", ".3e")
show("Rough mobility", mobility, "cm^2/Vs", ".1e")
show("Scattering half-width", half_width, "meV", ".3f")
show("Mean free path", free_path, "nm", ".1f")
show("Circumference", 2 * np.pi * R, "nm", ".1f")
show("Disordered zero-temperature harmonic", disordered, "modes per spin")
show("Disordered-to-clean harmonic ratio", disordered / sharp)
print("finished without a failed check")
```

Output:

```
Mean shell radius R: 40.0 nm
Shell thickness d: 12.0 nm
Rough InAs mass: 0.023 electron masses
Enclosed area: 5026.5 nm^2
Flux quantum h/e: 4.13567e-15 Wb
Ideal field period: 0.82276 T
Angular energy E0: 1.0353 meV
Maximum lowest-edge rise E0/4: 0.2588 meV
Hard-wall radial energy: 113.54 meV
Gap to second radial level: 340.6 meV
Angular energies E0*(l+flux/flux0)^2, for l = 1, 0, -1, -2:
  B = 0.0000 T: 1.0353  0.0000  1.0353  4.1413 meV
  B = 0.4114 T: 2.3295  0.2588  0.2588  2.3295 meV
  B = 0.8228 T: 4.1413  1.0353  0.0000  1.0353 meV
Numerical period, 1 nm shell: 0.82282 T
First crossing, 12 nm shell: 0.41505 T
Second crossing, 12 nm shell: 1.24516 T
Numerical period, 12 nm shell: 0.83011 T
Averaged-radius period, 12 nm shell: 0.83011 T
Rise of l=-1 minimum, numerical: 0.01228 meV
Rise of l=-1 minimum, formula: 0.01228 meV
Period for R = 39 nm: 0.8655 T
Period for R = 41 nm: 0.7831 T
Hexagon period, inner radius 40 nm: 0.7462 T
Hexagon period, corner radius 40 nm: 0.9949 T
Rough size of g factor: 15.0
Zeeman splitting at one period: 0.7144 meV
Largest level change over a period with Zeeman: 0.3528 meV
Rough Rashba coefficient: 10.0 meV nm
Rashba energy alpha/R: 0.2500 meV
Rashba parabola shift: 0.1207 flux quanta
Corner potential amplitude in ring test: 1.0 meV
Axial wave number in ring test: 0.05 1/nm
Rough band gap: 420.0 meV
Two-band radial edge: 92.96 meV
Two-band l=0 to 1 spacing at B=0: 0.7168 meV
Chemical potential: 19.0 meV
Smooth sheet-density estimate: 1.825e+11 cm^-2
Fermi angular number: 4.2839
Edge shift per flux quantum at Fermi level: 8.8704 meV
Zeeman step shift at one period: 0.0403 flux quanta
Clean zero-temperature harmonic: 0.6224 modes per spin
Clean harmonic at 1.5 K: 6.138e-01 modes per spin
Clean harmonic at 20.0 K: 1.012e-01 modes per spin
Clean harmonic at 77.0 K: -2.630e-05 modes per spin
Rough mobility: 1.0e+04 cm^2/Vs
Scattering half-width: 2.517 meV
Mean free path: 70.5 nm
Circumference: 251.3 nm
Disordered zero-temperature harmonic: 0.1035 modes per spin
Disordered-to-clean harmonic ratio: 0.1664
finished without a failed check
```
